# Choosing matching k-point meshes for primitive surface cells and supercells: a program that tests the result

```python
"""Result under test: an undistorted 2x2 supercell of a square tight-binding
lattice on a Gamma-centred 3x3 mesh has the same levels and energy per atom
as the primitive cell on a Gamma-centred 6x6 mesh.
T1, T2: nearest and diagonal hopping (eV), entering H with a minus sign.
k, K: fractions of primitive and supercell reciprocal vectors.
n: supercell side in atoms; M: mesh divisions; offset: shift in mesh steps.
E: band energy; A: E minus temperature times electronic entropy; mu: chemical
potential. Spin gives a factor 2; the atomic level is the energy zero."""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit, entr

HARTREE = physical_constants["Hartree energy in eV"][0]
KB = physical_constants["Boltzmann constant in eV/K"][0]
SPACING = 0.29       # nm
T1, T2 = 0.5, 0.05   # eV
FILLING = 0.6        # electrons per atom
KT = 0.1             # eV, smearing
ADS_LEVEL, ADS_HOP = -1.0, 0.8   # eV
PROCESS_T = 500.0    # K
LAYER_HOP, LAYERS = 0.5, 5
RUMPLE = 0.2         # eV, checkerboard site energy
REPULSION = 2.0      # eV
HOPS = [(1, 0, -T1), (-1, 0, -T1), (0, 1, -T1), (0, -1, -T1),
        (1, 1, -T2), (1, -1, -T2), (-1, 1, -T2), (-1, -1, -T2)]


def mesh(M, offset=0.0):
    g = (np.arange(M) + offset) / M
    return np.array([(a, b) for a in g for b in g])


def band(k):
    c = np.cos(2 * np.pi * np.asarray(k))
    return -2 * T1 * (c[..., 0] + c[..., 1]) - 4 * T2 * c[..., 0] * c[..., 1]


def supercell_matrix(K, n, rumple=0.0):
    H = np.zeros((n * n, n * n), complex)
    for x in range(n):
        for y in range(n):
            i = x * n + y
            H[i, i] += rumple * (-1) ** (x + y)
            for dx, dy, amplitude in HOPS:
                cell_x, jx = divmod(x + dx, n)
                cell_y, jy = divmod(y + dy, n)
                phase = np.exp(2j * np.pi * (K[0] * cell_x + K[1] * cell_y))
                H[i, jx * n + jy] += amplitude * phase
    return H


def supercell_levels(n, M, offset=0.0, rumple=0.0, adsorbate=False):
    result = []
    for K in mesh(M, offset):
        H = supercell_matrix(K, n, rumple)
        if adsorbate:
            H = np.pad(H, ((0, 1), (0, 1)))
            H[-1, -1] = ADS_LEVEL
            H[0, -1] = H[-1, 0] = -ADS_HOP
        assert np.allclose(H, H.conj().T, atol=1e-12)
        result.append(np.linalg.eigvalsh(H))
    return np.array(result)


def fill(levels, electrons, kT=KT):
    """Return mu, E and A per cell; rows of levels are k-points."""
    nk = len(levels)

    def excess(mu):
        return 2 * expit((mu - levels) / kT).sum() / nk - electrons

    mu = brentq(excess, levels.min() - 40 * kT, levels.max() + 40 * kT,
                xtol=1e-14, rtol=1e-14)
    f = expit((mu - levels) / kT)
    hole = expit((levels - mu) / kT)
    E = 2 * (f * levels).sum() / nk
    return mu, E, E - 2 * kT * (entr(f) + entr(hole)).sum() / nk


def primitive(M, offset=0.0, kT=KT):
    return fill(band(mesh(M, offset))[:, None], FILLING, kT)


# Mesh map and Bloch eigenvectors, checked K-point by K-point.
visited = []
residual = 0.0
for m1 in range(3):
    for m2 in range(3):
        H = supercell_matrix((m1 / 3, m2 / 3), 2)
        vectors = []
        for g1 in range(2):
            for g2 in range(2):
                index = (m1 + 3 * g1, m2 + 3 * g2)
                visited.append(index)
                k = np.array(index) / 6
                v = np.array([np.exp(2j * np.pi * (k[0] * x + k[1] * y)) / 2
                              for x in range(2) for y in range(2)])
                vectors.append(v)
                residual = max(residual, np.abs(H @ v - band(k) * v).max())
        V = np.array(vectors)
        assert np.allclose(V.conj() @ V.T, np.eye(4), atol=1e-12)
assert sorted(visited) == [(a, b) for a in range(6) for b in range(6)]
assert residual < 1e-12

# Two images of the same neighbour must add.
for K1 in (0.0, 1 / 3, 0.21):
    element = supercell_matrix((K1, 0.37), 2)[0, 2]
    assert abs(element + T1 * (1 + np.exp(-2j * np.pi * K1))) < 1e-12
gamma_element = supercell_matrix((0, 0), 2)[0, 2].real

# Other supercells, meshes and offsets.
for n, M in ((2, 3), (3, 2), (2, 4), (3, 3)):
    for offset in (0.0, 0.5):
        left = np.sort(supercell_levels(n, M, offset).ravel())
        right = np.sort(band(mesh(n * M, offset)))
        assert np.allclose(left, right, atol=1e-11)

# Main result, and a periodic 36-atom lattice without Bloch phases.
super_levels = supercell_levels(2, 3)
sup = fill(super_levels, 4 * FILLING)
sup_atom = (sup[0], sup[1] / 4, sup[2] / 4)
prim = primitive(6)
S = np.roll(np.eye(6), 1, axis=0)
R, I6 = S + S.T, np.eye(6)
torus = -T1 * (np.kron(R, I6) + np.kron(I6, R)) - T2 * np.kron(R, R)
ring = fill(np.linalg.eigvalsh(torus)[None, :], 36 * FILLING)
assert np.allclose(sup_atom, prim, atol=1e-10)
assert np.allclose((ring[0], ring[1] / 36, ring[2] / 36), prim, atol=1e-10)

# Cases in which equality must fail.
shifted = primitive(6, 0.5)
coarse = primitive(3)
assert abs(shifted[1] - sup_atom[1]) > 1e-3
assert abs(coarse[1] - sup_atom[1]) > 1e-3
separate_super = np.mean([fill(row[None, :], 4 * FILLING)[1] / 4
                          for row in super_levels])
separate_prim = np.mean([fill(np.array([[e]]), FILLING)[1]
                         for e in band(mesh(6))])
assert abs(separate_super - separate_prim) > 0.1

# Adsorbate with matched, mismatched and dense clean references.
ads_cell = fill(supercell_levels(2, 3, adsorbate=True), 4 * FILLING + 1)[1]
matched = ads_cell - 4 * prim[1] - ADS_LEVEL
mismatched = ads_cell - 4 * coarse[1] - ADS_LEVEL
dense_cell = fill(supercell_levels(2, 24, adsorbate=True), 4 * FILLING + 1)[1]
dense_ads = dense_cell - 4 * primitive(48)[1] - ADS_LEVEL
assert abs(matched - dense_ads) < abs(mismatched - dense_ads)
dilute_cell = fill(supercell_levels(4, 12, adsorbate=True),
                   16 * FILLING + 1)[1]
dilute_ads = dilute_cell - 16 * primitive(48)[1] - ADS_LEVEL

# Sizes of neglected effects.
dense = primitive(240)
assert abs(dense[1] - primitive(180)[1]) < 1e-5
warm = primitive(240, kT=KB * PROCESS_T)
chain = -LAYER_HOP * (np.eye(LAYERS, k=1) + np.eye(LAYERS, k=-1))
stack_levels = band(mesh(120))[:, None] + np.linalg.eigvalsh(chain)[None, :]
stack = fill(stack_levels, LAYERS * FILLING)[1] / LAYERS
rumpled = fill(supercell_levels(2, 3, rumple=RUMPLE), 4 * FILLING)[2] / 4
opposite = fill(supercell_levels(2, 3, rumple=-RUMPLE), 4 * FILLING)[2] / 4
assert abs(rumpled - opposite) < 1e-10 and rumpled < sup_atom[2] - 1e-6
repulsion_bound = REPULSION * FILLING ** 2 / 4

# Repulsion bounds on two sites with two electrons of opposite spin.
# Basis: both on left, both on right, up-left/down-right, down-left/up-right.
hop = np.zeros((4, 4))
hop[:2, 2:] = -T1
hop[2:, :2] = -T1
free_pair = np.linalg.eigvalsh(hop)[0]
true_pair = np.linalg.eigvalsh(hop + np.diag([REPULSION] * 2 + [0, 0]))[0]
assert free_pair < true_pair < free_pair + 2 * REPULSION / 4

print(f"Atom spacing: {SPACING:.2f} nm")
print(f"6x6 mesh step: {2*np.pi/(6*SPACING):.3f} 1/nm")
print(f"Hopping t, t': {T1:.2f}, {T2:.2f} eV")
print(f"Electrons per atom: {FILLING:.2f}")
print(f"Smearing: {KT:.3f} eV = {KT/KB:.0f} K")
print(f"Gamma matrix element, adjacent atoms: {gamma_element:.3f} eV")
print("Folding of K = (1/3, 0):")
for index in ((1, 0), (4, 0), (1, 3), (4, 3)):
    energy = band(np.array(index) / 6)
    print(f"  k = ({index[0]}/6, {index[1]}/6): {energy:.4f} eV")
example = np.linalg.eigvalsh(supercell_matrix((1 / 3, 0), 2))
print("  supercell levels (eV):", " ".join(f"{e:.4f}" for e in example))
print(f"Largest eigenvector residual: {residual:.1e} eV")
for name, value in (("Primitive 6x6", prim), ("Supercell 3x3", sup_atom)):
    print(f"{name} mu: {value[0]:.8f} eV")
    print(f"{name} E per atom: {value[1]:.8f} eV")
    print(f"{name} A per atom: {value[2]:.8f} eV")
print(f"E per atom, supercell: {sup_atom[1]/HARTREE:.8f} hartree")
print(f"E difference per atom: {abs(sup_atom[1]-prim[1]):.1e} eV")
print(f"Shifted primitive 6x6 E per atom: {shifted[1]:.6f} eV")
print(f"Shifted primitive 6x6 mu: {shifted[0]:.6f} eV")
print(f"Primitive 3x3 E per atom: {coarse[1]:.6f} eV")
print(f"Separate filling, primitive E: {abs(separate_prim):.6f} eV (size)")
print(f"Separate filling, supercell E: {separate_super:.6f} eV")
print(f"Adsorbate level, hopping: {ADS_LEVEL:.2f}, {ADS_HOP:.2f} eV")
print(f"Cell with adsorbate E: {ads_cell:.5f} eV")
print(f"Adsorption band energy, matched: {matched:.5f} eV")
print(f"Adsorption band energy, mismatched: {mismatched:.5f} eV")
print(f"Adsorption band energy, dense mesh: {dense_ads:.5f} eV")
print(f"Same, coverage 1/16, dense mesh: {dilute_ads:.5f} eV")
print(f"Dense primitive E per atom: {dense[1]:.6f} eV")
print(f"6x6 mesh error per atom: {1000*(prim[1]-dense[1]):.3f} meV")
print(f"3x3 mesh error per atom: {1000*(coarse[1]-dense[1]):.3f} meV")
print(f"Process temperature: {PROCESS_T:.0f} K = {KB*PROCESS_T:.4f} eV")
print(f"E(smearing)-E(process T): {1000*(dense[1]-warm[1]):.3f} meV/atom")
print(f"Stack: {LAYERS} layers, interlayer hopping {LAYER_HOP:.2f} eV")
print(f"E(stack)-E(one layer): {stack-dense[1]:.4f} eV/atom")
print(f"Checkerboard site energy: +/-{RUMPLE:.2f} eV")
print(f"Checkerboard change of A: {1000*(rumpled-sup_atom[2]):.3f} meV/atom")
print(f"On-site repulsion U: {REPULSION:.2f} eV")
print(f"Upper bound of repulsion shift: {repulsion_bound:.3f} eV/atom")
print("every check passed")
```

Running it gives:

```
Atom spacing: 0.29 nm
6x6 mesh step: 3.611 1/nm
Hopping t, t': 0.50, 0.05 eV
Electrons per atom: 0.60
Smearing: 0.100 eV = 1160 K
Gamma matrix element, adjacent atoms: -1.000 eV
Folding of K = (1/3, 0):
  k = (1/6, 0/6): -1.6000 eV
  k = (4/6, 0/6): -0.4000 eV
  k = (1/6, 3/6): 0.6000 eV
  k = (4/6, 3/6): 1.4000 eV
  supercell levels (eV): -1.6000 -0.4000 0.6000 1.4000
Largest eigenvector residual: 6.2e-16 eV
Primitive 6x6 mu: -0.42652180 eV
Primitive 6x6 E per atom: -0.74900203 eV
Primitive 6x6 A per atom: -0.76685722 eV
Supercell 3x3 mu: -0.42652180 eV
Supercell 3x3 E per atom: -0.74900203 eV
Supercell 3x3 A per atom: -0.76685722 eV
E per atom, supercell: -0.02752532 hartree
E difference per atom: 1.1e-16 eV
Shifted primitive 6x6 E per atom: -0.745111 eV
Shifted primitive 6x6 mu: -0.693115 eV
Primitive 3x3 E per atom: -0.639999 eV
Separate filling, primitive E: 0.000000 eV (size)
Separate filling, supercell E: -0.724396 eV
Adsorbate level, hopping: -1.00, 0.80 eV
Cell with adsorbate E: -4.98704 eV
Adsorption band energy, matched: -0.99103 eV
Adsorption band energy, mismatched: -1.42705 eV
Adsorption band energy, dense mesh: -1.01258 eV
Same, coverage 1/16, dense mesh: -1.10754 eV
Dense primitive E per atom: -0.746508 eV
6x6 mesh error per atom: -2.494 meV
3x3 mesh error per atom: 106.510 meV
Process temperature: 500 K = 0.0431 eV
E(smearing)-E(process T): 6.832 meV/atom
Stack: 5 layers, interlayer hopping 0.50 eV
E(stack)-E(one layer): -0.0999 eV/atom
Checkerboard site energy: +/-0.20 eV
Checkerboard change of A: -12.344 meV/atom
On-site repulsion U: 2.00 eV
Upper bound of repulsion shift: 0.180 eV/atom
every check passed
```
